# Oriani's effective hydrogen diffusivity with saturable, immobile traps

## Twenty traps per million sites, a twelvefold delay

Hydrogen permeates a trap-free iron membrane 1 mm thick with a time lag of 17 s at 300 K, for a lattice diffusivity of $9.8\times10^{-5}$ cm²/s. The lag is found by plotting the amount that has left against time and extending the late straight line back to zero; the first hydrogen emerges earlier. With one lattice site per million occupied at the entry face, adding about 20 traps per million lattice sites, each binding hydrogen by 0.35 eV, raises the lag to 204 s, although the final steady flux is unchanged. The lattice jumps are as fast as before. What has changed is the amount of hydrogen that must be supplied to raise the mobile concentration.

## Model and local equilibrium

Lattice sites have density $N_L$ and occupancy $\theta_L$; traps have density $N_T$ and occupancy $\theta_T$. The concentrations are

$$C_L=N_L\theta_L,\qquad C_T=N_T\theta_T,\qquad C=C_L+C_T .$$

A site of either kind holds at most one atom, and atoms do not otherwise interact. A trapped atom lies lower by $E_b>0$. Temperature, stress and trap density are uniform unless stated. I write $\beta=1/(k_BT)$ and $K=e^{\beta E_b}$. The algebra is classical and contains no $\hbar$; vibrational quantum effects enter through $E_b$, read as a difference of site free energies, and through $D_L$.

Take a small region with $M_L$ lattice sites and $M_T$ traps, holding $n_L$ and $n_T$ atoms. The statistical weight of this division is

$$W=\binom{M_L}{n_L}\binom{M_T}{n_T}K^{n_T}.$$

Moving one atom from lattice to trap multiplies the weight by

$$\frac{n_L}{M_L-n_L+1}\;\frac{M_T-n_T}{n_T+1}\;K .$$

At the most probable division this ratio is one. For large numbers the added ones drop out, so

$$\frac{\theta_T}{1-\theta_T}=K\,\frac{\theta_L}{1-\theta_L}. \tag{1}$$

Multiplying out gives $\theta_T(1-\theta_L+K\theta_L)=K\theta_L$, hence

$$\theta_T=\frac{K\theta_L}{1+(K-1)\theta_L},\qquad 1-\theta_T=\frac{1-\theta_L}{1+(K-1)\theta_L}. \tag{2}$$

A direct sum over all trap fillings of a finite system with $K=50$ gave mean occupancies $\theta_L=0.03532$ and $\theta_T=0.64676$. Equation (2) gives $\theta_T=0.64675$ at that $\theta_L$.

## Flux through the lattice

Let $w$ be the jump rate to each of $z$ equivalent neighbours at distance $\lambda$, when the target is empty. With $n_i=0$ or 1 the occupation of site $i$, the net flow from $i$ to $j$ is

$$w[n_i(1-n_j)-n_j(1-n_i)]=w(n_i-n_j).$$

The products cancel before any average is taken. Exclusion therefore leaves the lattice flux linear in the occupancy difference.

Summing over jump vectors $\mathbf d$, with a factor $1/2$ because each bond is met from both ends, gives

$$\mathbf J=\frac{N_Lw}{2}\sum_{\mathbf d}\mathbf d\,[\theta_L(\mathbf r)-\theta_L(\mathbf r+\mathbf d)]
\simeq-\frac{N_Lw}{2}\sum_{\mathbf d}\mathbf d\,(\mathbf d\cdot\nabla\theta_L).$$

Cubic symmetry, after averaging over site orientations, turns the sum into $(z\lambda^2/3)\nabla\theta_L$. This assumes that the jump vectors from each site sum to zero, as they do for tetrahedral sites in a bcc metal. Thus

$$\mathbf J=-D_L\nabla C_L,\qquad D_L=\frac{zw\lambda^2}{6}. \tag{3}$$

Traps are side pockets: they exchange atoms with nearby lattice sites but carry no long-range current. They are also taken to be too few to obstruct the lattice paths.

## The effective diffusivity

Traps store hydrogen, so conservation applies to the total:

$$\frac{\partial(C_L+C_T)}{\partial t}=D_L\nabla^2C_L. \tag{4}$$

Define the trap capacity $R=dC_T/dC_L$. The quotient rule applied to (2) gives

$$\frac{d\theta_T}{d\theta_L}=\frac{K[1+(K-1)\theta_L]-K\theta_L(K-1)}{[1+(K-1)\theta_L]^2}
=\frac{K}{[1+(K-1)\theta_L]^2},$$

and therefore

$$R=\frac{N_T}{N_L}\frac{K}{[1+(K-1)\theta_L]^2}. \tag{5}$$

The product of the two expressions in (2) is $\theta_T(1-\theta_T)=K\theta_L(1-\theta_L)/[1+(K-1)\theta_L]^2$. Dividing by $\theta_L(1-\theta_L)$ reproduces the derivative, so

$$R=\frac{C_T(1-\theta_T)}{C_L(1-\theta_L)}. \tag{6}$$

For uniform trap density $\nabla C=(1+R)\nabla C_L$. Substitution in (3) gives

$$\boxed{\mathbf J=-D_{\rm eff}\nabla C,\qquad D_{\rm eff}=\frac{D_L}{1+R}} \tag{7}$$

and, for $\theta_L\ll1$, Oriani's form

$$D_{\rm eff}=D_L\frac{C_L}{C_L+C_T(1-\theta_T)}. \tag{8}$$

The factor $1-\theta_T$ appears because a nearly full trap takes up little of any further hydrogen. Without it one would have $D_LC_L/C$, the lattice diffusivity times the mobile fraction. The two agree when the traps are almost empty.

They were compared on a ring of 400 lattice sites with a trap beside every fourth one, at $K=50$ and $\theta_L=0.05$. The linearized mean-field hopping equations, with fast trap exchange, were diagonalized, and the slowest decaying wave gave $D_{\rm eff}/D_L=0.4877$. Equation (7) gives 0.4878; the mobile fraction is 0.216.

## Which equation to solve

Equations (4) and (7) yield two equivalent forms:

$$\frac{\partial C}{\partial t}=\nabla\cdot(D_{\rm eff}\nabla C),\qquad
(1+R)\frac{\partial C_L}{\partial t}=D_L\nabla^2C_L. \tag{9}$$

The equation $\partial C_L/\partial t=\nabla\cdot(D_{\rm eff}\nabla C_L)$ is different. Its right side contains the extra term $\nabla D_{\rm eff}\cdot\nabla C_L$, which vanishes only where $D_{\rm eff}$ is uniform or its gradient is perpendicular to that of $C_L$.

For the membrane treated below, 102 s after charging starts, this equation misplaces $C_L$ by up to 14% of its entry value. The first form in (9) was compared at the same time with a calculation that follows lattice and trap populations separately. With fast exchange, the total concentrations differ by at most 0.02% of the entry total. With a mean escape time as long as 102 s the difference reaches 21%, because local equilibrium is then lost.

A solver that stores $C$ must recover $C_L$. For $\theta_L\ll1$ and $K\gg1$, set $a=K/N_L$, so that $C=C_L+N_TaC_L/(1+aC_L)$. Multiplication by $1+aC_L$ gives

$$aC_L^2+BC_L-C=0,\qquad B=1+a(N_T-C),$$

whose non-negative root is

$$C_L=\frac{-B+\sqrt{B^2+4aC}}{2a}=\frac{2C}{B+\sqrt{B^2+4aC}} . \tag{10}$$

The second expression avoids subtracting nearly equal numbers when $B>0$; the first does so when $B<0$. A boundary value prescribed for $C_L$ must be converted to $C$ by adding the equilibrium $C_T$.

If the trap density varies in space, $\nabla C=(1+R)\nabla C_L+\theta_T\nabla N_T$, and hence

$$\mathbf J=-D_{\rm eff}(\nabla C-\theta_T\nabla N_T).$$

A step in total concentration at the edge of a worked layer then drives no flux by itself. Solving for $C_L$ avoids the correction term.

## Empty traps, full traps and the strongest slowing

When $K\theta_L\ll1$, the traps are almost empty and, with $\theta_L\ll1$,

$$R\to R_0=K\frac{N_T}{N_L},\qquad D_{\rm eff}\to\frac{D_L}{1+KN_T/N_L}. \tag{11}$$

This diffusivity does not depend on concentration. As the traps fill, (2) and (5) give $R=R_0(1-\theta_T)^2$ for a dilute lattice. Once $R\ll1$, $D_{\rm eff}$ approaches $D_L$: the traps still hold hydrogen, but their content hardly responds to a further change in $C_L$.

Equation (6) also sets a bound. For $\theta_L\ll1$,

$$R=\frac{N_T}{C_L}\theta_T(1-\theta_T)\le\frac{N_T}{4C_L}, \tag{12}$$

with equality at half filling. At fixed lattice concentration and trap density, raising the binding energy beyond half filling therefore makes $D_{\rm eff}$ larger again.

## Numbers for cold-worked iron

The example uses rough values typical of hydrogen in cold-worked bcc iron. The lattice parameter is 0.287 nm, and six tetrahedral sites per atom give $N_L=5.08\times10^{23}$ cm⁻³. The trap density is $N_T=10^{19}$ cm⁻³, so $N_T/N_L=1.97\times10^{-5}$. At 300 K, $k_BT=0.02585$ eV and

$$K=e^{0.35/0.02585}\simeq7.58\times10^5,\qquad
R_0=(7.58\times10^5)(1.97\times10^{-5})\simeq14.9 .$$

The lattice diffusivity follows from a prefactor of $10^{-3}$ cm²/s and a migration energy $E_m=0.06$ eV. With empty traps,

$$D_{\rm eff}=\frac{9.82\times10^{-5}}{1+14.9}\simeq6.2\times10^{-6}\ \text{cm}^2/\text{s}.$$

At the entry face $\theta_L=10^{-6}$, which fills 43% of the traps. Then $R=14.9(1-0.431)^2\simeq4.8$ and $D_{\rm eff}=1.7\times10^{-5}$ cm²/s. The bound (12) is $19.7/4\simeq4.9$, so this binding energy is close to the one that slows diffusion most at this $C_L$. At $\theta_L=10^{-5}$ the traps are 88% full and $D_{\rm eff}$ has risen to $8.2\times10^{-5}$ cm²/s.

## Permeation lag

Let a slab $0<x<L$ be free of hydrogen at first. From $t=0$ its faces are held at $C_L=C_0$ and $C_L=0$. Multiply (4) by $x$ and integrate by parts:

$$\frac{d}{dt}\int_0^L xC\,dx
=D_L\left[x\frac{\partial C_L}{\partial x}\right]_0^L-D_L\int_0^L\frac{\partial C_L}{\partial x}dx
=-LJ(L,t)+D_LC_0 .$$

With $Q(t)$ the amount per area that has left by time $t$, integration over time gives

$$Q(t)=\frac{D_LC_0}{L}t-\frac1L\int_0^L xC(x,t)\,dx .$$

At long times $C$ becomes the steady profile $C_{ss}$, and $Q$ approaches the line $(D_LC_0/L)(t-t_{\rm lag})$, where

$$t_{\rm lag}=\frac{1}{D_LC_0}\int_0^L xC_{ss}(x)\,dx. \tag{13}$$

The slope contains no trap quantity, because a steady trap population absorbs nothing. In the steady state $C_L=C_0(1-x/L)$, and the traps obey (1) at whatever rate they exchange. The lag is therefore independent of that rate, provided the straight line is read at times long compared with the time the traps need to equilibrate. If exchange is slower than the experiment, the flux levels off just below its steady value and the intercept lies near the trap-free lag: for the example below with an escape time of $10^4$ s, the tangent at 2000 s has a slope within 2% of the final one and an intercept of about 22 s.

Set $v=1-x/L$, $n=N_T/C_0$ and $b=K\theta_0$, with $\theta_0=C_0/N_L\ll1$ and $K\gg1$. Since $\int_0^1(1-v)v\,dv=1/6$,

$$t_{\rm lag}=\frac{L^2}{6D_L}(1+6nI),\qquad I=\int_0^1(1-v)\frac{bv}{1+bv}dv .$$

Write $bv/(1+bv)=1-1/(1+bv)$ and use

$$\frac{1-v}{1+bv}=-\frac1b+\frac{1+1/b}{1+bv}.$$

Each term is now elementary:

$$I=\frac12+\frac1b-\frac{(1+b)\ln(1+b)}{b^2}. \tag{14}$$

For small $b$, $(1+b)\ln(1+b)=b+b^2/2-b^3/6+\dots$, so $I\to b/6$ and the lag is multiplied by $1+nb=1+R_0$, in agreement with (11). For large $b$, $I\to1/2$ and the factor is $1+3n$. Strong traps then add a delay of $N_TL^2/(2D_LC_0)$, which no longer depends on the binding energy. It is proportional to the trap density, since nearly every trap must be filled once, and inversely proportional to the entry concentration that drives the supply. The delay remains even though $D_{\rm eff}\simeq D_L$ where the traps are already full.

In the example $n=19.7$ and $b=0.758$, which give $I\simeq0.093$ and a factor of 12.0. The trap-free lag is $(0.1)^2/(6\times9.82\times10^{-5})\simeq17.0$ s, so the result is 204 s. Following the two populations numerically gave 203.6 s with both the fast and the slow exchange used above.

Reading a single diffusivity from this lag as $L^2/(6t_{\rm lag})$ gives $8.2\times10^{-6}$ cm²/s. This lies between the empty-trap value and that at the entry face, and it changes with charging level. Assuming empty traps throughout would predict 270 s.

## Temperature dependence

At fixed $\theta_L$, define $E_{\rm app}=-d\ln D_{\rm eff}/d\beta$. Since $D_L\propto e^{-\beta E_m}$,

$$E_{\rm app}=E_m+\frac{1}{1+R}\frac{dR}{d\beta}.$$

From (5) and $dK/d\beta=E_bK$, which takes $E_b$ as independent of temperature,

$$\frac{1}{R}\frac{dR}{d\beta}=E_b\left[1-\frac{2K\theta_L}{1+(K-1)\theta_L}\right]=E_b(1-2\theta_T),$$

so that

$$E_{\rm app}=E_m+E_b(1-2\theta_T)\frac{R}{1+R}. \tag{15}$$

At 300 K this is 0.39 eV for $\theta_L=10^{-9}$, 0.10 eV for $10^{-6}$ and 0.015 eV for $10^{-5}$. The last value is below $E_m$: with traps more than half full, warming brings them nearer to half filling and increases their capacity.

These are local slopes. Between 300 and 400 K at $\theta_L=10^{-6}$, $D_{\rm eff}$ rises from $1.7\times10^{-5}$ to $1.2\times10^{-4}$ cm²/s, a factor of 7. A constant 0.10 eV would give about 2.6. An Arrhenius line fitted over a narrow range should not be extended to temperatures where $E_{\rm app}$ differs appreciably. This matters even for nearly empty traps: by (15) the slope then falls from about $E_m+E_b$ towards $E_m$ as warming takes $R$ from well above one to well below it.

## When exchange is too slow

Let traps fill at rate $k\theta_L(1-\theta_T)$ and empty at rate $p\,\theta_T(1-\theta_L)$. Equilibrium (1) requires $p=k/K$. A small disturbance of $\theta_T$ at fixed $\theta_L$ relaxes in the time $\tau$ given by

$$\frac1\tau=k\theta_L+p(1-\theta_L).$$

Consider a wave of wavenumber $q$ decaying as $e^{-st}$, with amplitudes $A_L$ and $A_T$ in the two concentrations. The trap population relaxes towards $RA_L$, so

$$-sA_T=\frac{RA_L-A_T}{\tau}\quad\Rightarrow\quad A_T=\frac{RA_L}{1-s\tau}.$$

Conservation, $s(A_L+A_T)=D_Lq^2A_L$, becomes

$$s\left[1+\frac{R}{1-s\tau}\right]=D_Lq^2 .$$

Expanding to first order in $s\tau$, with $s_0=D_{\rm eff}q^2$,

$$s\simeq s_0\left[1-s_0\tau\frac{R}{1+R}\right]. \tag{16}$$

Local equilibrium needs $s_0\tau\ll1$; the decay is then slowed by the small fraction $s_0\tau R/(1+R)$. On the ring, with exchange slowed until this quantity was 0.00447, diagonalization gave a relative slowing of 0.00455.

For the membrane, suppose that escape has the lattice attempt rate and a barrier $E_m+E_b$. With jump length $\lambda=0.1015$ nm, $p=6D_L/(\lambda^2K)\simeq7.5\times10^6$ s⁻¹ and $\tau\simeq7.5\times10^{-8}$ s at the entry face. For $q=\pi/L$ the relative slowing is about $10^{-9}$. This estimate leaves out the time atoms need to diffuse to a trap, which roughly doubles $\tau$ if the capture radius is one jump length. An additional barrier to capture would lengthen it further.

## How real iron departs from the model

Measured hydrogen diffusivities in iron vary by orders of magnitude with microstructure, so the numbers above illustrate a regime and do not describe a particular specimen. The entry occupancy $10^{-6}$ represents strong electrochemical charging. It is far above equilibrium with hydrogen gas near atmospheric pressure at 300 K, where tabulated solubilities give $\theta_L$ of a few times $10^{-9}$; by Sieverts' law $10^{-6}$ corresponds to a fugacity of order $10^5$ atm. At atmospheric pressure the 0.35 eV traps are nearly empty, but deeper ones are not: a 0.5 eV trap is about half full and a 0.6 eV trap nearly full. The calculation also holds the entry concentration fixed, which a slow surface reaction would prevent.

Cold-worked iron most clearly breaks the assumption of one binding energy and isolated traps. Different traps in equilibrium with the same $C_L$ contribute additively to $R$. A Gaussian spread of 0.03 eV lowers the empty-trap $D_{\rm eff}$ from $6.2\times10^{-6}$ to $3.2\times10^{-6}$ cm²/s, since the average of $K$ is weighted towards deep traps. At $\theta_L=10^{-6}$ it instead raises $D_{\rm eff}$ from $1.7\times10^{-5}$ to $2.0\times10^{-5}$ cm²/s. There the single-energy capacity is near its maximum (12), and spreading the energies moves traps away from half filling.

Repulsion between trapped atoms acts in the same direction at that occupancy. If the trap energy rises in proportion to $\theta_T$, by 0.04 eV at full occupancy, the filling falls from 43% to 32% and $D_{\rm eff}$ becomes $2.3\times10^{-5}$ cm²/s.

Thermal excitation of the vibrations has a smaller effect. With rough quanta of 0.12 eV in the lattice and 0.08 eV in the trap, and zero-point energies already in $E_b$, thermal excitation of three modes raises $K$ by 12% and lowers the empty-trap $D_{\rm eff}$ by 10%. The lattice quantum is 4.6 times $k_BT$, so $D_L$ should be taken from measurement or a quantum rate calculation; a classical jump rate is not reliable here.

Traps strung along dislocations may also conduct. If they form continuous paths along the gradient with diffusivity $D_p$, they add a flux $-D_pR\nabla C_L$, a fraction $RD_p/D_L$ of the lattice flux. At the entry face this reaches 10% when $D_p/D_L\simeq0.021$. Integrated across the membrane, the steady flux rises by the fraction $D_pC_T/(D_LC_L)$ evaluated at the entry face, here about 18%. With conducting traps the steady flux therefore depends on the traps, and (7) needs an added transport term. The numerical output below gives the remaining intermediate values.

## Calculated quantities

```
canonical sum: theta_L 0.03532, theta_T 0.64676
isotherm at that theta_L: theta_T 0.64675
ring: theta_L 0.05, K 50, theta_T 0.7246
ring: R 1.0502, sites per trap 4, sites 400
ring D_eff/D_L: eigenvalue 0.48770, formula 0.48776
ring mobile-fraction form C_L/C: 0.21630
ring slowing, slow exchange: 0.00455, formula 0.00447
temperature 300 K, kT 0.02585 eV
binding energy 0.35 eV, migration energy 0.06 eV
diffusivity prefactor 1.0e-03 cm^2/s, D_L 9.818e-05 cm^2/s
lattice parameter 0.287 nm, jump length 0.1015 nm
N_L 5.076e+23 cm^-3, N_T 1.0e+19 cm^-3, N_T/N_L 1.970e-05
K 7.581e+05, slab thickness 1.0 mm
entry face: theta_L 1e-06, C_L 5.076e+17 cm^-3
entry face: C_T 4.312e+18 cm^-3
empty-trap limit: R 14.935, D_eff 6.162e-06 cm^2/s
theta_L 1e-08: theta_T 0.0075, R 14.7111, D_eff 6.249e-06 cm^2/s
theta_L 1e-07: theta_T 0.0705, R 12.9042, D_eff 7.062e-06 cm^2/s
theta_L 1e-06: theta_T 0.4312, R 4.8318, D_eff 1.684e-05 cm^2/s
theta_L 1e-05: theta_T 0.8835, R 0.2028, D_eff 8.163e-05 cm^2/s
theta_L 1e-04: theta_T 0.9870, R 0.0025, D_eff 9.794e-05 cm^2/s
apparent activation energy, theta_L 1e-9: 0.3875 eV
apparent activation energy, theta_L 1e-6: 0.0999 eV
apparent activation energy, theta_L 1e-5: 0.0147 eV
400 K, theta_L 1e-6: D_eff 1.184e-04 cm^2/s
400 K, empty traps: D_eff 1.165e-04 cm^2/s
slab parameters: n 19.700, b 0.7581
lag without traps 16.97 s, factor by traps 11.9990
lag with traps: formula 203.7 s
lag simulated: fast exchange 203.6 s, slow exchange 203.6 s
lag if empty-trap D_eff held throughout: 270.5 s
diffusivity read from lag: 8.183e-06 cm^2/s
steady flux: 4.984e+14 cm^-2 s^-1
steady flux over trap-free value, simulated: 1.000000
profile time 101.8 s
profile error of Oriani equation, fast exchange: 0.00020
profile error of Oriani equation, slow exchange: 0.2114
error in C_L/C_0 of the wrong equation: 0.1430
trap escape rate 7.547e+06 s^-1, relaxation time 7.536e-08 s
relative slowing by finite exchange in slab: 1.04e-09
mean trap spacing 4.64 nm
binding spread 0.03 eV, empty traps: D_eff 3.242e-06 cm^2/s
binding spread 0.03 eV, theta_L 1e-6: D_eff 2.031e-05 cm^2/s
trap repulsion 0.04 eV, theta_L 1e-6: theta_T 0.3170, D_eff 2.340e-05 cm^2/s
vibrational quanta: lattice 0.12 eV, trap 0.08 eV
lattice quantum over kT 4.64, factor on K 1.1163
vibrations, empty traps: D_eff 5.556e-06 cm^2/s
trap-path diffusivity over D_L adding 10% flux at entry: 0.0207
```
